# Choosing an FFT–Krylov Solver for Discrete Dipoles on a Grid

## What symmetry fixes

The static field of a point dipole \(\mathbf p\) at displacement \(\mathbf r\) is linear in \(\mathbf p\). In atomic units, with \(4\pi\varepsilon_0=1\), it has the dimension of dipole over length cubed. Rotation and reflection symmetry leave two vectors to build it from:

\[
\mathbf E=\frac{A\,\mathbf p+B\,\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf p)}{r^3}.
\]

Away from the dipole \(\nabla\cdot\mathbf E=0\). The first term has divergence \(-3A\,\hat{\mathbf r}\cdot\mathbf p/r^4\). The second has \((3+1-5)B\,\hat{\mathbf r}\cdot\mathbf p/r^4\), so \(B=-3A\). On the axis of charges \(\pm q\) a small distance \(h\) apart, the field is \(q/(r-h/2)^2-q/(r+h/2)^2\simeq2qh/r^3\). Hence \(A+B=2\), \(A=-1\), and

\[
T_{ab}(\mathbf r)=\frac{3r_ar_b-\delta_{ab}r^2}{r^5},\qquad \sum_aT_{aa}=0,\qquad T(-\mathbf r)=T(\mathbf r).
\]

Translation symmetry makes the interaction depend on \(\mathbf r_i-\mathbf r_j\) alone. On a regular grid its action is therefore a discrete convolution, which a Fourier transform turns into a multiplication. The choice discussed here is between this route and the direct pair sum.

## The equations being solved

Let \(N_s\) dipoles occupy any subset of a simple cubic grid of spacing \(d\), whose bounding box has \(N\) points. Each responds to the applied field and to the others:

\[
\frac{\mathbf p_i}{\alpha}-\sum_{j\ne i}T(\mathbf r_i-\mathbf r_j)\mathbf p_j=\mathbf E_0,
\qquad\text{or}\qquad A\mathbf p=\mathbf b .
\]

The cells represent a continuum of relative permittivity \(\varepsilon_m\) (the "k" of dielectric engineering), not atoms. To find \(\alpha\), draw a sphere around a site deep in a uniform medium. The dipoles inside it give no field at the centre, by cubic symmetry and zero trace. The rest give the macroscopic field \(\mathbf E\) minus the field \(-4\pi\mathbf P/3\) of the removed polarized sphere. With \(4\pi\mathbf P=(\varepsilon_m-1)\mathbf E\), the local field is \(\mathbf E+4\pi\mathbf P/3=\mathbf E(\varepsilon_m+2)/3\). Dividing \(\mathbf p=d^3\mathbf P\) by it gives

\[
\alpha=\frac{3d^3}{4\pi}x_m,\qquad x_m=\frac{\varepsilon_m-1}{\varepsilon_m+2}.
\]

## The product, and why padding matters

Along one axis with \(n\) points, \(l-m\) runs from \(-(n-1)\) to \(n-1\), which is \(2n-1\) values. A discrete Fourier transform treats data as periodic. With period \(n\), offsets \(l-m\) and \(l-m\pm n\) coincide, and dipoles act through false periodic images. With period \(2n\) all needed offsets stay distinct. Extend \(\mathbf p\) by zeros to length \(2n\) and store \(T\) at offsets modulo \(2n\). Then, with \(u=l-m\),

\[
\sum_{l}e^{-\pi i ql/n}\sum_mT_{l-m}p_m=\Big(\sum_ue^{-\pi i qu/n}T_u\Big)\Big(\sum_me^{-\pi i qm/n}p_m\Big).
\]

Periodicity allows the shift of the sum from \(l\) to \(u\). In three dimensions the recipe is:

1. Set empty sites to zero and pad each axis to \(2n\).
2. Transform the three components of \(\mathbf p\).
3. Multiply by the stored \(3\times3\) matrix at each wavevector.
4. Transform back, crop, and discard the field on empty sites.

The self term \(T(0)\) is set to zero. So is the unused plane at offset \(n\): the inversion \(\mathbf r\to-\mathbf r\) maps this plane onto itself but reverses the other coordinates, so \(T_{xy}\) would change sign there. With the plane cleared the stored kernel is even and its transform is real.

A transform of length \(M\) splits into two of length \(M/2\) plus work proportional to \(M\). Repeating the split \(\log_2M\) times gives \(M\log_2M\). Six transforms on \(8N\) points therefore cost \(O(N\log N)\), against \(O(N_s^2)\) for pairs.

In a test with 78 random dipoles on a \(5\times3\times7\) grid, the padded product agreed with the pair sum to \(4\times10^{-16}\), relative to the norm of the field. Without padding the error was 57 %. Padding is thus part of the open-boundary problem, not an accuracy option.

For 4096 dipoles filling their box, the measured times were 1264 ms (direct) and 4.86 ms (FFT), a factor of 260. From 512 to 4096 dipoles the direct cost grew with exponent 2.03. From 4096 to 32768 sites the FFT cost grew with exponent 0.88. An exponent below one cannot be the asymptotic law; fixed overheads in the smaller run are a likely but untested cause. These timings show the gain, not the logarithm.

A sparse sample changes the choice. The direct time is \(1.264\ \text{s}/4096^2\approx75\) ns per pair, so on that machine about \(\sqrt{4.86\ \text{ms}/75\ \text{ns}}\approx250\) dipoles in the 4096-site box break even. This assumes that every pair is recomputed in each product; storing the pair matrix of a small sample raises the break-even number. Below it, use the pair sum. Dipoles off the grid cannot use this FFT product, but the pair sum still applies.

## When conjugate gradients is safe

Conjugate gradients needs \(A\) symmetric and positive definite. Extend \(\mathbf p\) by zeros to the infinite lattice and define \(\hat{\mathbf p}(\mathbf k)=\sum_i\mathbf p_ie^{-i\mathbf k\cdot\mathbf r_i}\). Parseval's theorem gives

\[
\mathbf p^TT\mathbf p=\int_{\rm BZ}\frac{d^3\,d^3k}{(2\pi)^3}\,\hat{\mathbf p}^\dagger\hat T(\mathbf k)\hat{\mathbf p},\qquad
\hat T(\mathbf k)=\sum_{\mathbf R\ne0}T(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}.
\]

Replacing \(\hat T\) by 1 gives \(\mathbf p^T\mathbf p\). The spectrum of any finite sample therefore lies between the extreme eigenvalues \(\lambda_{\min},\lambda_{\max}\) of \(\hat T\).

The lattice sum converges slowly, so write \(T_{ab}=\partial_a\partial_b(1/r)\) and split \(1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r\). The second part is the potential of a Gaussian charge, with transform \(4\pi e^{-q^2/4\eta^2}/q^2\). Summed over all sites it becomes a sum over reciprocal vectors \(\mathbf G\), with \(\mathbf q=\mathbf k+\mathbf G\). Its value at \(\mathbf R=0\) must be removed. Since \(\mathrm{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)\), that value is \(-4\eta^3\delta_{ab}/(3\sqrt\pi)\), and

\[
\hat T_{ab}=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,\partial_a\partial_b\frac{\mathrm{erfc}(\eta R)}{R}
-\frac{4\pi}{d^3}\sum_{\mathbf G}\frac{q_aq_b}{q^2}e^{-q^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}.
\]

A scan of the Brillouin zone, which is numerical evidence and not a proof, gives \(\lambda_{\max}=5.354/d^3\) at \(\mathbf kd=(\pi,\pi,0)\) and \(\lambda_{\min}=-9.687/d^3\) at \((\pi,0,0)\). The upper state consists of columns of aligned dipoles, alternating in sign between neighbouring columns.

Positive definiteness is assured if \(1/\alpha>\lambda_{\max}\). Since \(1/\alpha=4\pi/(3x_md^3)\), this means \(0<x_m<4.189/5.354=0.782\), or \(1<\varepsilon_m<11.8\). If \(\alpha\) varies between sites, the guarantee holds when the smallest \(1/\alpha\) meets the condition. This is sufficient, not necessary: in a \(6\times6\times6\) cube of \(\varepsilon=3\) cells, a \(2\times2\times2\) block with \(\varepsilon=80\) leaves \(A\) positive definite, while a \(3\times3\times3\) block does not.

Water-like cells with \(\varepsilon=80\) have \(1/\alpha=4.35/d^3\). A \(6\times6\times6\) cube already has an interaction eigenvalue of \(5.02/d^3\). Put that eigenvector on a water-filled cube and zero elsewhere: \(\mathbf p^TA\mathbf p\) is negative. Any sample containing such a block has an indefinite matrix, so the method loses its guarantee and may break down. The instability belongs to the point-dipole lattice, not to water.

## How many steps, and what tolerance

Starting from \(\mathbf p_0=0\) and \(\mathbf s_0=\mathbf r_0=\mathbf b\), each step performs

\[
\mathbf p_{m+1}=\mathbf p_m+a\,\mathbf s_m,\quad \mathbf r_{m+1}=\mathbf r_m-aA\mathbf s_m,\quad \mathbf s_{m+1}=\mathbf r_{m+1}+\beta\,\mathbf s_m,
\]

with \(a=\mathbf r_m^2/(\mathbf s_m^TA\mathbf s_m)\) and \(\beta=\mathbf r_{m+1}^2/\mathbf r_m^2\). The value of \(a\) minimizes \(\tfrac12\mathbf p^TA\mathbf p-\mathbf b^T\mathbf p\) along \(\mathbf s_m\), because \(\mathbf s_m\cdot\mathbf r_m=\mathbf r_m^2\). The value of \(\beta\) makes \(\mathbf s_{m+1}^TA\mathbf s_m=0\): insert \(A\mathbf s_m=(\mathbf r_m-\mathbf r_{m+1})/a\) and use \(\mathbf r_{m+1}\cdot\mathbf r_m=0\). For earlier directions, \(A\mathbf s_j\) lies in the space already searched, to which \(\mathbf r_{m+1}\) is orthogonal, so conjugacy holds by induction. Hence \(\mathbf p_m\) is the minimizer over the whole space spanned by \(\mathbf b,A\mathbf b,\dots,A^{m-1}\mathbf b\).

The minimized function is \(\tfrac12\|\mathbf e_m\|_A^2\) plus a constant, where \(\mathbf e_m=\mathbf p-\mathbf p_m\) and \(\|\mathbf e\|_A^2=\mathbf e^TA\mathbf e\). Members of the search space have errors \(Q(A)\mathbf p\), with \(Q\) a polynomial of degree at most \(m\) and \(Q(0)=1\). Let the eigenvalues of \(A\) lie in \([\mu_1,\mu_2]\), \(\kappa=\mu_2/\mu_1\), and choose the Chebyshev polynomial

\[
Q(\mu)=\frac{C_m\big((\mu_2+\mu_1-2\mu)/(\mu_2-\mu_1)\big)}{C_m\big((\kappa+1)/(\kappa-1)\big)} .
\]

The numerator is at most 1 in magnitude. With \(w=(\sqrt\kappa+1)/(\sqrt\kappa-1)\), the lower argument is \((w+1/w)/2\), so the denominator is \((w^m+w^{-m})/2\ge w^m/2\). Therefore

\[
\|\mathbf e_m\|_A\le2q^m\|\mathbf e_0\|_A,\qquad q=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad
\kappa\le\frac{1/\alpha-\lambda_{\min}}{1/\alpha-\lambda_{\max}} .
\]

At fixed \(\varepsilon_m\) the bound on \(\kappa\) contains neither \(N\) nor \(d\). For \(\varepsilon_m=3\), \(1/\alpha=10.472/d^3\), the bound is \(20.159/5.118=3.94\), and \(q=0.330\).

The total dipole converges faster. Since \(\mathbf r_m\) is orthogonal to \(\mathbf p_m\), \(\mathbf b^T\mathbf p_m=\mathbf p_m^TA\mathbf p_m\), and

\[
\|\mathbf e_m\|_A^2=\mathbf b^T\mathbf p-2\mathbf b^T\mathbf p_m+\mathbf p_m^TA\mathbf p_m=\mathbf b^T\mathbf p-\mathbf b^T\mathbf p_m .
\]

The dipole along the field approaches its limit from below, with relative error at most \(4q^{2m}\). Five steps guarantee \(10^{-4}\) here. In the 78-dipole test, four steps left a relative energy-norm error of \(3.2\times10^{-3}\) and a dipole error of \(1.05\times10^{-5}\), its square.

For a permittivity, a loose tolerance therefore suffices. For local fields, whose error is not squared, use a tighter one. The residual obeys \(\|\mathbf r_m\|\le\sqrt{\mu_2}\|\mathbf e_m\|_A\), and \(\|\mathbf e_0\|_A\le\|\mathbf b\|/\sqrt{\mu_1}\), so \(\|\mathbf r_m\|/\|\mathbf b\|\le2\sqrt\kappa\,q^m\). A relative residual of \(10^{-8}\) needs at most 18 steps.

## From dipoles to permittivity

Take a spherical sample of volume \(V\). A charge \(Q_c\) at \(\mathbf r'\) inside it produces a field whose average over the sphere is \(-4\pi Q_c\mathbf r'/(3V)\); this is minus the field of a uniformly charged sphere at \(\mathbf r'\). Summing over charges, the mean field is \(F=E_0-4\pi P/(3V)=E_0(1-x)\), with \(P\) now the total dipole and \(x=4\pi P/(3VE_0)\). Thus

\[
\varepsilon_{\rm eff}=1+\frac{4\pi P}{VF}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
\]

**A floor set by density.** For unit field along \(a\), \(P_a=\mathbf b^TA^{-1}\mathbf b\). Applying Cauchy–Schwarz to \(A^{1/2}\mathbf b\) and \(A^{-1/2}\mathbf b\) gives \(P_a\ge N_s^2/(N_s/\alpha-t_a)\), where \(t_a\) sums \(T_{aa}\) over all pairs. Zero trace means \(\sum_at_a=0\). Since \(1/y\) is convex for \(y>0\), the average of \(P_a\) over three directions is at least \(N_s\alpha\). At porosity \(\phi\) this reads \(x\ge(1-\phi)x_m\). The Clausius–Mossotti density law is a lower bound on the directional average for every pore arrangement in this model, given positive definiteness. A single direction can fall below it.

**A solvable case.** A shell of permittivity \(\varepsilon\) surrounds a concentric void of radius \(r_1\); its outer radius is \(r_2\). The shell potential is \((-Cr+D/r^2)\cos\theta\). Continuity at \(r_1\) of potential and normal displacement requires \(C-D/r_1^3=\varepsilon(C+2D/r_1^3)\), so \(D/r_1^3=C(1-\varepsilon)/(1+2\varepsilon)\). A uniform sphere of permittivity \(\varepsilon_*\) matches the outside if \(\varepsilon_*(C-D/r_2^3)=\varepsilon(C+2D/r_2^3)\). With \(\phi=r_1^3/r_2^3\),

\[
\varepsilon_*=\varepsilon\frac{1+2c}{1-c},\qquad c=\phi\frac{1-\varepsilon}{1+2\varepsilon},
\]

the Maxwell Garnett form. For \(\varepsilon=3\), \(\phi=0.126\), the solver gives 2.688, this formula 2.687 and the density law 2.612. The close agreement overstates the accuracy: on the same 32-cell grid a solid sphere gives 3.012 instead of 3.

## Worked example: a porous film material

The sample is an 8 nm sphere with matrix permittivity 3.0, overlapping 2 nm pores and 0.25 nm cells. It has 11957 dipoles and porosity 0.307. A dense matrix would need \((3\times11957)^2\times8\) bytes, or 10.3 GB. The solver took 16 steps.

The mean of \(x\) over three directions is 0.2904, so \(\varepsilon_{\rm eff}=1.5807/0.7096=2.23\). The density law gives \(x=0.693\times0.4=0.277\) and 2.15; Maxwell Garnett gives 2.27. Reading porosity from the density law would yield \(1-0.2904/0.4=0.274\), about 11 % below the true value. These numbers belong to this sample. The sphere is only four pore diameters across, and pores cut by its surface open to vacuum, which lowers its permittivity relative to bulk material of the same porosity: periodic samples with the same pores and 0.25 nm cells give about 2.244 at porosity 0.307, some 0.017 higher.

With the pore centres held fixed, cells of 0.50, 0.33 and 0.25 nm give 2.221, 2.225 and 2.228, each in 16 steps. The value is still rising, so the third digit is unsettled: cells of 0.167 and 0.125 nm give 2.234 and 2.236, about 0.008 above the 0.25 nm value, and the excess over the density law grows from 0.077 to 0.083. Here refinement raises the result, while for the solid sphere it lowers it from 3.033 (8 cells across) to 3.012; the solid-sphere error is therefore no correction for porous samples. Eight random samples with 0.5 nm cells scatter by 0.014 (standard deviation). Their excess over the density law at their own porosity scatters by 0.002, so most of the spread follows porosity. For a bulk value, enlarge the sphere, reduce cell size and average samples before tightening the Krylov tolerance.

For a mean field of 1 MV/cm along \(z\), the applied field is \(1/(1-0.2916)=1.41\) MV/cm. The macroscopic field in a matrix cell is \(\mathbf p/\alpha-4\pi\mathbf p/(3d^3)=(1-x_m)\mathbf p/\alpha\), with mean \(z\) component 0.891 MV/cm. The pores must carry \((1-0.693\times0.891)/0.307=1.25\) MV/cm. Direct evaluation at empty cell centres gives 1.26 MV/cm, which falls to 1.24 MV/cm with 0.125 nm cells.

These parameters are rough typical values for porous organosilicate dielectrics, and 2.2 lies in their usual range. Real films may break the assumption of dry pores. For a small volume fraction \(f\) of compact droplets of permittivity \(\varepsilon_w=80\) in a host of permittivity \(\varepsilon_{\rm eff}\), the formula for \(c\) becomes \(c=f(\varepsilon_w-\varepsilon_{\rm eff})/(\varepsilon_w+2\varepsilon_{\rm eff})\). To first order in \(c\) the permittivity changes by \(3c\,\varepsilon_{\rm eff}\), or +0.06 for 1 % water by volume. That is about half the difference between the density law and the Maxwell Garnett value. The estimate holds only for such droplets, not for water adsorbed on the pore walls. Nor can 1 % water form a continuous film there: a spherical 2 nm pore has 3 nm² of wall per nm³ of pore, so at porosity 0.307 the film would be about \(0.01/(0.307\times3)\approx0.01\) nm thick, far less than a molecule. Heating by 80 K, with an assumed volume expansion of \(5\times10^{-5}\) per K and fixed polarizability, lowers the density by 0.4 %. As an estimate, let \(x\) fall by the same fraction, which is exact for the density law but only approximate for a porous sample. Since \(d\varepsilon/dx=(\varepsilon+2)^2/3\), the permittivity then changes by roughly \(-0.004\,(\varepsilon_{\rm eff}-1)(\varepsilon_{\rm eff}+2)/3=-0.007\). At 10 GHz the retardation phase across the sphere is \(2.5\times10^{-6}\), so the static kernel is adequate. The 99th-percentile matrix field, 1.21 MV/cm, is about a quarter of a rough 5 MV/cm breakdown strength. This is not a safety margin: the highest local fields lie above this percentile and are not converged (the largest matrix field is 1.27, 1.45 and 1.56 MV/cm for 0.5, 0.25 and 0.125 nm cells, while the percentile stays within 1.20–1.22), and long-term wear is not included. The program also prints rough leakage and tunnelling estimates, which are not used here.

## Values computed for the example and the checks

```
FFT vs direct product, relative error: 4.2e-16
Same without padding, relative error: 0.574
Lattice spectrum max: 5.3536 /d^3 at k d/pi = [1. 1. 0.]
Lattice spectrum min: -9.6874 /d^3 at k d/pi = [1. 0. 0.]
6x6x6 cube spectrum: -8.8258 to 5.0197 /d^3
Staggered columns, 24^3 cube: 5.2159 /d^3
Largest safe matrix permittivity: 11.79
1/alpha for water-like cells (eps 80): 4.3479 /d^3
Matrix k: 3.00; x_m: 0.4000; 1/alpha: 10.4720 /d^3
Condition number bound: 3.939; rate q: 0.3299
Small test: 78 dipoles, 14 CG steps, error 8.2e-09
Step 4: energy-norm error 3.24e-03, bound 2.37e-02
Step 4: relative gap of total dipole 1.05e-05
Direct product time, 512 / 4096 dipoles: 18.73 / 1263.5 ms
FFT product time, 4096 / 32768 sites: 4.86 / 30.09 ms
Measured cost exponents, direct / FFT: 2.03 / 0.88
Speed-up at 4096 dipoles: 260
Solid sphere k, 8 / 32 cells across: 3.0331 / 3.0119
Hollow sphere porosity: 0.1261; k from solver: 2.6880
Hollow sphere k, Maxwell Garnett / density law: 2.6870 / 2.6123
Sphere / pore diameter: 8.0 / 2.0 nm; cell: 0.250 nm
Cell polarizability: 1.4921e-03 nm^3 = 10.069 bohr^3
Pores drawn: 47; dipoles: 11957; porosity: 0.3071
Dense matrix would need: 10.3 GB
CG steps (residual 1e-8): 16; bound: 18
x along x, y, z: [0.29067 0.28881 0.29159]
Effective k: 2.2275
Density-law k: 2.1503; Maxwell Garnett k: 2.2741
Porosity inferred from density law: 0.2741
Cell 0.500 nm: porosity 0.3065, k 2.2207, above density law 0.0691, steps 16
Cell 0.333 nm: porosity 0.3067, k 2.2246, above density law 0.0735, steps 16
Cell 0.250 nm: porosity 0.3071, k 2.2275, above density law 0.0771, steps 16
8 samples, 0.5 nm cells: k mean 2.2273, std 0.0139
8 samples, k above density law: mean 0.0676, std 0.0023
Mean field: 1.00 MV/cm; applied far field: 1.4116 MV/cm
Matrix field, mean / 99th percentile: 0.8910 / 1.2063 MV/cm
Pore field, balance / direct: 1.2458 / 1.2560 MV/cm
Moisture, 1% by volume: k change +0.0615
Heating 80 K, expansion 5e-05 /K: k change -0.0069
Retardation phase across sphere at 10 GHz: 2.5e-06 rad
Leakage 1e-09 A/cm2: conduction/displacement 8.1e-14
Tunnelling exponent, 3 eV barrier, 99th pct field: 294
99th pct field / rough strength 5 MV/cm: 0.241
```
